# Franck-Condon factors and the zero-phonon weight of displaced oscillators, part 2

A point defect emits a photon in going from electronic state $e$ to $g$. The atoms have different equilibrium positions in the two states, so vibrational quanta may be created. We ask what share of the emission stays in the zero-phonon line, where none is created.

For one mass-weighted coordinate $Q$ (length times root mass, unit $\mathrm{kg^{1/2}\,m}$) with momentum $P$, $[Q,P]=i\hbar$,

$$H_g = \tfrac12P^2 + \tfrac12\omega^2Q^2,\qquad H_e = E_0 + \tfrac12P^2 + \tfrac12\omega^2(Q-\Delta Q)^2. \tag{1}$$

Their vibrational states are $|g,n\rangle$ and $|e,m\rangle$. With the electronic dipole element $\boldsymbol\mu_{ge}$ taken as constant (Condon approximation),

$$|\langle\Psi_{g,n}|\hat{\boldsymbol\mu}|\Psi_{e,m}\rangle|^2 = |\boldsymbol\mu_{ge}|^2\,F_{nm},\qquad F_{nm} = |\langle g,n|e,m\rangle|^2. \tag{2}$$

The lowering operator of $g$ is $a=\sqrt{\omega/2\hbar}\,(Q+iP/\omega)$; that of $e$ has $Q-\Delta Q$ for $Q$. With $\ell=\sqrt{\hbar/\omega}$, $d=\Delta Q/\ell$ and $\alpha=d/\sqrt2$, the Huang-Rhys factor is

$$S=\alpha^2=\frac{\omega\,\Delta Q^2}{2\hbar}. \tag{6}$$

At $T=0$, $F_n=F_{n0}=e^{-S}S^n/n!$, so $F_{n+1}/F_n=S/(n+1)$, and

$$\langle n\rangle=S,\qquad\langle n^2\rangle=S^2+S,\qquad\langle n^3\rangle=S^3+3S^2+S. \tag{11}$$

The lineshape function $A(E)$ has lines of weight $F_n$ at $E_0-n\hbar\omega$. The emission and absorption centroids are $E_0\mp S\hbar\omega$, each with width $\sqrt S\,\hbar\omega$; the relaxation energy is $S\hbar\omega$.

In thermal equilibrium on the excited surface, with $x=e^{-\hbar\omega/k_BT}$, the line at $E_0$ has weight

$$W(T)=(1-x)\,e^{-S}\sum_{m=0}^\infty x^mL_m(S)^2. \tag{16}$$

Here $L_m(S)=\sum_{j=0}^m\binom{m}{j}(-S)^j/j!$ and $F_{mm}=e^{-S}L_m(S)^2$. To first order in $x$,

$$W\approx e^{-S}\big[1-x+x(1-S)^2\big]=e^{-S}\big[1+xS(S-2)\big]. \tag{17}$$

In full, $W=F_{00}+\sum_{m\ge1}x^m(F_{mm}-F_{m-1,m-1})$. On initial heating $W$ falls for $S<2$ and rises for $S>2$; at $S=2$ it falls, $W\approx e^{-2}(1-\tfrac89x^3)$.

A program tests formulas against eigenstates computed on a grid.

## 9. The fraction of photons in the zero-phonon line

The weight $e^{-S}$ refers to $A(E)$. The number of photons in a line also depends on how the emission rate varies with photon energy. The coupling to light is $-\hat{\boldsymbol\mu}\cdot\hat{\mathbf E}$. Consider the field in vacuum in a box of volume $\mathcal V$.

A mode of frequency $\Omega$ is an oscillator with zero-point energy $\hbar\Omega/2$, shared equally by the electric and magnetic parts, so $\tfrac12\varepsilon_0\mathcal V\langle E^2\rangle=\hbar\Omega/4$ and $\langle E^2\rangle=\hbar\Omega/2\varepsilon_0\mathcal V$. The field is linear in the ladder operators of the mode, so it connects the vacuum to the one-photon state only, and $|\langle1|E|0\rangle|^2=\langle0|E^2|0\rangle$. The allowed wavevectors have density $\mathcal V/(2\pi)^3$, with two polarisations each, so the number of modes in $d\Omega$ is $2\cdot4\pi k^2dk\,\mathcal V/(2\pi)^3=\mathcal V\,\Omega^2d\Omega/\pi^2c^3$ with $k=\Omega/c$. Over all modes the polarisation vector points in every direction equally, so the mean of $|\boldsymbol\mu_{ge}\cdot\boldsymbol\epsilon|^2$ is $|\boldsymbol\mu_{ge}|^2/3$. The golden rule for the line of energy $E_n=E_0-n\hbar\omega$ is

$$\Gamma_n=\frac{2\pi}{\hbar}\int d\Omega\,\frac{\mathcal V\,\Omega^2}{\pi^2c^3}\,\frac{\hbar\Omega}{2\varepsilon_0\mathcal V}\,\frac{|\boldsymbol\mu_{ge}|^2}{3}F_n\,\delta(E_n-\hbar\Omega)=\frac{|\boldsymbol\mu_{ge}|^2E_n^3}{3\pi\varepsilon_0\hbar^4c^3}F_n, \tag{18}$$

where the delta function contributes $1/\hbar$ and sets $\Omega=E_n/\hbar$. A host crystal changes the prefactor; we assume that its optical response does not vary across the band, so that the change cancels in ratios. The power $E^3$ is tied to the form of the Condon approximation used in (2), a constant dipole. From $[H,\mathbf r]=-i\hbar\mathbf p/m_e$ the momentum matrix element between total states is proportional to the dipole matrix element times the transition energy, so assuming a constant momentum matrix element instead would give a rate proportional to $E_nF_n$.

At $T=0$ the fraction of photons in the zero-phonon line is $f=\Gamma_0/\sum_n\Gamma_n$, summed over lines with $E_n>0$. If $S\hbar\omega\ll E_0$ and $\hbar\omega\ll E_0$, the lines with $E_n<0$ lie far in the Poisson tail and the sum may be extended to all $n$. With $r=\hbar\omega/E_0$, expand $(1-rn)^3=1-3rn+3r^2n^2-r^3n^3$ and use (11):

$$f=\frac{e^{-S}}{1-3rS+3r^2(S^2+S)-r^3(S^3+3S^2+S)}. \tag{19}$$

Every sideband line is weighted by $(E_n/E_0)^3<1$, so $f>e^{-S}$ for $S>0$, and to first order in $r$, $f\approx e^{-S}(1+3S\hbar\omega/E_0)$, which is accurate only while $3S\hbar\omega/E_0\ll1$. The program takes the $E^3$ law as given and tests (19) against the sum over grid levels with positive photon energy, for the parameters of the example.

## 10. Many modes

Let the atoms have Cartesian coordinates $x_i$ with masses $m_i$, measured from the minimum of $g$. Assume both surfaces have the same force-constant matrix $\Phi$ and minima that differ by $\Delta x_i$:

$$V_g=\tfrac12\sum_{ij}\Phi_{ij}x_ix_j,\qquad V_e=E_0+\tfrac12\sum_{ij}\Phi_{ij}(x_i-\Delta x_i)(x_j-\Delta x_j).$$

With $q_i=\sqrt{m_i}\,x_i$ the kinetic energy is $-\tfrac12\hbar^2\sum_i\partial^2/\partial q_i^2$ and $V_g=\tfrac12\sum D_{ij}q_iq_j$, where $D_{ij}=\Phi_{ij}/\sqrt{m_im_j}$. This matrix is real and symmetric; it has orthonormal eigenvectors $e_{k}$ with eigenvalues $\omega_k^2$, which we assume positive once uniform translations, and for a free cluster also rotations, are removed. The normal coordinates $Q_k=\sum_ie_{k,i}q_i$ are an orthogonal transformation of the $q_i$, which leaves the Laplacian and the volume element unchanged and turns $V_g$ into $\tfrac12\sum_k\omega_k^2Q_k^2$. The same linear map applied to $x_i-\Delta x_i$ turns $V_e-E_0$ into $\tfrac12\sum_k\omega_k^2(Q_k-\Delta Q_k)^2$, with

$$\Delta Q_k=\sum_ie_{k,i}\sqrt{m_i}\,\Delta x_i,\qquad S_k=\frac{\omega_k\,\Delta Q_k^2}{2\hbar}. \tag{20}$$

Both Hamiltonians are sums of one-mode problems of the form (1) in the same coordinates. The eigenstates are products, the overlap integral factorises, and at $T=0$

$$F_{\{n_k\}}=\prod_ke^{-S_k}\frac{S_k^{n_k}}{n_k!},\qquad F_{\{0\}}=e^{-S_{\rm tot}},\qquad S_{\rm tot}=\sum_kS_k. \tag{21}$$

The line $\{n_k\}$ lies at $E_0-\sum_kn_k\hbar\omega_k$. The total number of quanta $N$ is again Poisson: summing (21) at fixed $N=\sum_k n_k$ gives $e^{-S_{\rm tot}}(\sum_kS_k)^N/N!$ by the multinomial theorem. The lines form an evenly spaced ladder only if every displaced frequency is an integer multiple of the lowest one, the simplest case being a single common frequency. The program tests (20) and (21) by diagonalising a two-coordinate Hamiltonian on a Cartesian grid, where neither mass weighting nor normal modes are built in.

Two consequences follow by short arguments that the program does not test.

First, a many-mode system may be replaced by one effective mode along the line joining the minima, with $\Delta Q^2=\sum_k\Delta Q_k^2$ and a frequency taken from the curvature along that line, $\omega_{\rm eff}^2=\sum_kw_k\omega_k^2$, $w_k=\Delta Q_k^2/\Delta Q^2$. This keeps the relaxation energy, since $\tfrac12\omega_{\rm eff}^2\Delta Q^2=\sum_k\tfrac12\omega_k^2\Delta Q_k^2$. But $S_{\rm tot}=(\Delta Q^2/2\hbar)\sum_kw_k\omega_k$, and a weighted mean never exceeds the root mean square, their squares differing by the variance. So $\omega_{\rm eff}\Delta Q^2/2\hbar\ge S_{\rm tot}$, and within the harmonic model the effective mode gives a lower bound on the zero-phonon weight.

Second, suppose the displacement is spread over many modes of incommensurate frequencies. The line at $E_0$ then needs $n_k=m_k$ in every mode and its weight is $\prod_kW_k(T)$. To first order in $S_k$, $L_m\approx1-mS_k$ and $e^{-S_k}L_m^2\approx1-(2m+1)S_k$. The thermal mean of $m$ is $\bar n_k=(1-x_k)\sum_mm\,x_k^m=x_k/(1-x_k)$, so $W_k\approx1-(2\bar n_k+1)S_k$. In the limit of many modes, each with $(2\bar n_k+1)S_k\to0$ and a finite sum, the logarithms add to $W=\exp[-\sum_k(2\bar n_k+1)S_k]$, which decreases with temperature. For incommensurate frequencies, (17), together with the case $S=2$ of part 8, applied to each mode shows that an initial rise needs at least one mode with $S_k>2$. Modes of equal frequency count together: a rotation among their coordinates puts the whole displacement into one of them, which then carries the sum of their $S_k$.

If the force constants of the two states differ, the normal modes of $e$ are in general mixtures of those of $g$ (Duschinsky rotation) and the factorisation is lost. The exception is the case where the two mass-weighted matrices commute: they then share eigenvectors, and the overlap factorises into one-mode factors of the kind treated in part 11.

## 11. Unequal frequencies

Let one mode have $\omega_g\ne\omega_e$. The zero-point energies no longer cancel, and the zero-phonon line lies at $E_0+\tfrac12\hbar(\omega_e-\omega_g)$. With $A=\omega_g/\hbar$ and $B=\omega_e/\hbar$ the ground states are $(A/\pi)^{1/4}e^{-AQ^2/2}$ and $(B/\pi)^{1/4}e^{-B(Q-\Delta Q)^2/2}$. Completing the square,

$$AQ^2+B(Q-\Delta Q)^2=(A+B)\Big(Q-\frac{B\Delta Q}{A+B}\Big)^2+\frac{AB}{A+B}\Delta Q^2,$$

where the constant is $B\Delta Q^2-B^2\Delta Q^2/(A+B)$. The Gaussian integral of $e^{-(A+B)y^2/2}$ is $\sqrt{2\pi/(A+B)}$. Squaring the overlap,

$$F_0=\frac{2\sqrt{\omega_g\omega_e}}{\omega_g+\omega_e}\exp\Big[-\frac{\omega_g\omega_e}{\omega_g+\omega_e}\frac{\Delta Q^2}{\hbar}\Big]. \tag{22}$$

For equal frequencies the prefactor is $1$ and the exponent is $-\omega\Delta Q^2/2\hbar=-S$. Otherwise the prefactor, a geometric mean over an arithmetic mean, is below $1$, so even an undisplaced mode takes weight from the zero-phonon line. The program tests (22) for three displacements, one of them zero.

The mean and variance of $n$ are in general unequal, and wherever they differ the distribution cannot be Poisson. Let $\xi=Q\sqrt{\omega_g/\hbar}$ and $\eta=P/\sqrt{\hbar\omega_g}$, so that the number operator of the ground surface is $N=\tfrac12(\xi^2+\eta^2-1)$. Write $\xi=d+u$ with $d^2/2=S=\omega_g\Delta Q^2/2\hbar$. Then $N=S+du+\tfrac12(u^2+\eta^2-1)$. In terms of the ladder operators $c,c^\dagger$ of the excited surface and $\lambda=\omega_g/\omega_e$, inverting the definitions of part 3 gives $u=\sqrt{\lambda/2}\,(c+c^\dagger)$ and $\eta=-i(c-c^\dagger)/\sqrt{2\lambda}$. Writing $|m\rangle$ for $|e,m\rangle$, we have $(c+c^\dagger)^2|0\rangle=|0\rangle+\sqrt2|2\rangle$ and $(c-c^\dagger)^2|0\rangle=-|0\rangle+\sqrt2|2\rangle$. Therefore

$$N|0\rangle=\Big[S+\frac{\lambda+\lambda^{-1}-2}{4}\Big]|0\rangle+d\sqrt{\frac\lambda2}\,|1\rangle+\frac{\sqrt2}{4}\big(\lambda-\lambda^{-1}\big)|2\rangle.$$

The coefficient of $|0\rangle$ is the mean. Since $\langle N^2\rangle=\|N|0\rangle\|^2$, the squares of the other two coefficients add to the variance:

$$\langle n\rangle=S+\frac{(\lambda-1)^2}{4\lambda},\qquad \operatorname{var}n=\lambda S+\frac{(\lambda-\lambda^{-1})^2}{8}. \tag{23}$$

To first order in $\lambda-1$ the mean stays at $S$ while the variance becomes $\lambda S$. A softer excited surface ($\lambda>1$) has a wider initial wavefunction, samples more of the slope of $V_g$, and gives a wider emission band. A stiffer one ($\lambda<1$) reduces the term $\lambda S$, but the second term of the variance is positive for either sign of $\lambda-1$, so at small $S$ a stiffer surface widens the band as well.

## 12. Worked example

The parameters are round model values, not those of a particular defect: $\omega=8.00\times10^{13}\ \mathrm{rad/s}$, $\Delta Q=2.00\times10^{-24}\ \mathrm{kg^{1/2}m}$ ($0.4908\ \mathrm{u^{1/2}}$ Å) and $E_0=3.00\times10^{-19}$ J ($1.8725$ eV). Extra digits are kept where they are needed to follow the arithmetic; the paragraph on unequal frequencies shows how much a modest change of the model moves the result.

**Huang-Rhys factor.** The quantum is $\hbar\omega=1.054572\times10^{-34}\times8.00\times10^{13}=8.4366\times10^{-21}$ J ($52.66$ meV). The oscillator length is $\ell=1.14814\times10^{-24}\ \mathrm{kg^{1/2}m}$, so $d=2.00/1.14814=1.74195$ and $\alpha=d/\sqrt2=1.23175$. From (6),

$$S=\frac{8.00\times10^{13}\times(2.00\times10^{-24})^2}{2\times1.054572\times10^{-34}}=1.5172,\qquad F_0=e^{-1.5172}=0.2193.$$

**Lines.** Starting from $F_0=0.219324$, the ratio rule gives $F_1=0.219324\times1.5172=0.33276$, $F_2=0.33276\times1.5172/2=0.25243$, $F_3=0.25243\times1.5172/3=0.12766$, and so on.

| $n$ | $F_n$ | $E_n$ ($10^{-19}$ J) |
|---|---|---|
| 0 | 0.2193 | 3.0000 |
| 1 | 0.3328 | 2.9156 |
| 2 | 0.2524 | 2.8313 |
| 3 | 0.1277 | 2.7469 |
| 4 | 0.0484 | 2.6625 |
| 5 | 0.0147 | 2.5782 |
| 6 | 0.0037 | 2.4938 |

These seven lines hold $0.9990$ of the weight. The strongest is $n=\lfloor1.5172\rfloor=1$. The grid values agree with the Poisson values in all six printed decimals, and the grid mean and variance are both $1.51720$. The exponential dependence on $\Delta Q^2$ is seen in the other two displacements: $\Delta Q=5.0\times10^{-25}\ \mathrm{kg^{1/2}m}$ gives $S=0.0948$ and $F_0=0.910$, while $\Delta Q=5.0\times10^{-24}\ \mathrm{kg^{1/2}m}$ gives $S=9.483$ and $F_0=7.6\times10^{-5}$.

**Energies.** The relaxation energy is $\tfrac12(8.00\times10^{13})^2(2.00\times10^{-24})^2=1.280\times10^{-20}$ J ($79.9$ meV). The centroids are $3.000-0.128=2.872$ and $3.000+0.128=3.128$, in units of $10^{-19}$ J, and their separation is $2.560\times10^{-20}$ J ($159.8$ meV). The width is $1.23175\times8.4366\times10^{-21}=1.039\times10^{-20}$ J.

**Photon fraction.** Here $r=8.43657\times10^{-21}/3.00\times10^{-19}=0.028122$. With this $r$ and $S=1.5172$ the four terms of the denominator of (19) are $1-0.1280+0.0091-0.0003=0.8808$, and $f=0.2193/0.8808=0.2490$. Reading $e^{-S}$ as the photon fraction would be low by about 12 % relative to $f$, since $e^{-S}/f$ is the denominator itself.

**Room temperature.** At $T=300$ K, $k_BT=4.14195\times10^{-21}$ J and $x=\exp(-8.43657/4.14195)=0.13044$. The diagonal factors are $F_{00}=0.21932$, $F_{11}=0.21932\,(1-1.5172)^2=0.05867$ and $F_{22}=0.17118$; they are not monotonic in $m$ because at this $S$ the polynomials are $L_0=1$, $L_1=1-S=-0.517$ and $L_2=1-2S+S^2/2=-0.883$. The first three terms of (16) give

$$(1-0.13044)\,\big(0.21932+0.13044\times0.05867+0.13044^2\times0.17118\big)=0.1999,$$

and the full sum is $W=0.2001$, below $e^{-S}=0.2193$ as expected for $S<2$. The first-order form (17), with $S(S-2)=-0.7325$, gives $0.1984$, low by about 0.9 % relative to the full sum. The sign of the error agrees with the next term of the expansion of (16), $x^2(F_{22}-F_{11})$, which is positive here.

**Unequal frequencies.** Keep $\omega_g=8.00\times10^{13}$ rad/s and set $\omega_e=7.00\times10^{13}$ rad/s. The prefactor of (22) is $2\sqrt{56}/15=0.9978$, and the exponent is $-S\cdot2\omega_e/(\omega_g+\omega_e)=-\tfrac{14}{15}\times1.5172$. Thus $F_0=0.9978\,e^{-(14/15)1.5172}=0.2421$, about 10 % above the equal-frequency value $0.2193$. With $\lambda=8/7$, (23) gives the mean $1.51720+\tfrac1{224}=1.5217$ and the variance $\tfrac87\times1.51720+\tfrac18\big(\tfrac{15}{56}\big)^2=1.7429$, and the printed grid values are $1.52167$ and $1.74292$. The program asserts only that mean and variance differ; the agreement with (23) is read from its output.

**Two coupled atoms.** Take masses $2.0\times10^{-26}$ and $4.0\times10^{-26}$ kg, force constants $\Phi_{11}=200$, $\Phi_{22}=150$, $\Phi_{12}=-60$ N/m, and shifts $8.0\times10^{-12}$ and $6.0\times10^{-12}$ m. The eigenvalues of a symmetric $2\times2$ matrix are $\omega^2=\tfrac12(D_{11}+D_{22})\mp\sqrt{\tfrac14(D_{11}-D_{22})^2+D_{12}^2}$. With $D_{11}=200/(2.0\times10^{-26})$, $D_{22}=150/(4.0\times10^{-26})$ and $D_{12}=-60/\sqrt{2.0\times4.0\times10^{-52}}$ in $\mathrm{s^{-2}}$, they give $\omega_1=5.566\times10^{13}$ and $\omega_2=1.0321\times10^{14}$ rad/s, with $e_1=(0.29379,\,0.95587)$ and $e_2=(0.95587,\,-0.29379)$. From (20),

$$\Delta Q_1=0.29379\sqrt{2.0\times10^{-26}}\,(8.0\times10^{-12})+0.95587\sqrt{4.0\times10^{-26}}\,(6.0\times10^{-12})=1.4794\times10^{-24},$$

$$\Delta Q_2=0.95587\sqrt{2.0\times10^{-26}}\,(8.0\times10^{-12})-0.29379\sqrt{4.0\times10^{-26}}\,(6.0\times10^{-12})=7.289\times10^{-25},$$

in $\mathrm{kg^{1/2}m}$. Then

$$S_1=\frac{5.566\times10^{13}\,(1.4794\times10^{-24})^2}{2\times1.054572\times10^{-34}}=0.5776,\qquad S_2=\frac{1.0321\times10^{14}\,(7.289\times10^{-25})^2}{2\times1.054572\times10^{-34}}=0.2600.$$

The total is $S_{\rm tot}=0.8376$ ($0.83758$ with one more digit) and the zero-phonon weight is $e^{-0.83758}=0.4328$. The next three lines follow from (21): $F_{(1,0)}=0.4328\times0.5776=0.2500$, $F_{(0,1)}=0.4328\times0.2600=0.1125$ and $F_{(2,0)}=0.4328\times0.5776^2/2=0.0722$. The Cartesian grid calculation gives the same four numbers in all six printed decimals.

## Computed results

```
hbar = 1.054572e-34 J s
omega = 8.00e+13 rad/s
dQ = 2.00e-24 kg^1/2 m = 0.4908 u^1/2 Angstrom
E_zpl = 3.00e-19 J = 1.8725 eV
hbar omega = 8.43657e-21 J = 52.657 meV
length sqrt(hbar/omega) = 1.14814e-24 kg^1/2 m
d = dQ sqrt(omega/hbar) = 1.74195
alpha = 1.23175
S = 1.51720
exp(-S) = 0.219324
n=0: Poisson 0.219324, grid 0.219324, E_photon 3.0000e-19 J
n=1: Poisson 0.332760, grid 0.332760, E_photon 2.9156e-19 J
n=2: Poisson 0.252432, grid 0.252432, E_photon 2.8313e-19 J
n=3: Poisson 0.127664, grid 0.127664, E_photon 2.7469e-19 J
n=4: Poisson 0.048423, grid 0.048423, E_photon 2.6625e-19 J
n=5: Poisson 0.014693, grid 0.014693, E_photon 2.5782e-19 J
n=6: Poisson 0.003716, grid 0.003716, E_photon 2.4938e-19 J
sum of F_0..F_6 = 0.999012
grid mean n = 1.51720, variance = 1.51720
strongest line n = 1
relaxation energy S hbar omega = 1.28000e-20 J = 79.89 meV
emission centroid = 2.87200e-19 J
absorption centroid = 3.12800e-19 J
centroid separation = 2.56000e-20 J = 159.78 meV
band rms width sqrt(S) hbar omega = 1.03917e-20 J
hbar omega / E_zpl = 0.028122
<E^3>/E_zpl^3 = 0.880796
ZPL photon fraction: formula 0.249007, grid 0.249007
|<g,0|e,0>|^2: formula 0.219324, grid 0.219324
|<g,1|e,1>|^2: formula 0.058669, grid 0.058669
|<g,2|e,2>|^2: formula 0.171181, grid 0.171181
T = 300 K, kT = 4.14195e-21 J, x = 0.13044
W(T): formula 0.200104, grid 0.200104
S(S-2) = -0.73250, first-order W(T) = 0.198369
tested dQ = 5.0e-25 kg^1/2 m: S = 0.09483, grid F_0 = 9.095319e-01
tested dQ = 2.0e-24 kg^1/2 m: S = 1.51720, grid F_0 = 2.193244e-01
tested dQ = 5.0e-24 kg^1/2 m: S = 9.48252, grid F_0 = 7.617162e-05
unequal case: omega_e = 7.00e+13 rad/s
  prefactor = 0.997775
  F_0: formula 0.242129, grid 0.242129
  grid mean n = 1.52167, variance = 1.74292
two atoms: masses 2.0e-26, 4.0e-26 kg
  Phi11, Phi22, Phi12 = 200, 150, -60 N/m
  shifts = 8.0e-12, 6.0e-12 m
  mode 1: omega = 5.56598e+13 rad/s, e = (0.29379, 0.95587)
  mode 1: dQ = 1.47943e-24 kg^1/2 m, S = 0.57759
  mode 2: omega = 1.03208e+14 rad/s, e = (0.95587, -0.29379)
  mode 2: dQ = 7.28901e-25 kg^1/2 m, S = 0.25998
  total S = 0.83758, exp(-total S) = 0.432758
  state (0,0): product 0.432758, grid 0.432758
  state (1,0): product 0.249958, grid 0.249958
  state (0,1): product 0.112510, grid 0.112510
  state (2,0): product 0.072187, grid 0.072187
```
